# Argon's Cooper minimum with true and nodeless 3p orbitals

## Two nodeless orbitals, one Cooper zero

Take a p electron ejected into a free d wave. Write $P(r)$ for $r$ times a radial function, so that the free wave of wave number $k$ is $P_d\propto kr\,j_2(kr)$. Compare two orbitals, neither with a node at $r>0$:

$$P_a=r^2e^{-\beta r},\qquad P_b=r^3e^{-\beta r}.$$

The second is hollower near the nucleus. Normalization is left out, since positive constants do not move a zero. The dipole integral $D=\int_0^\infty P_d\,r\,P\,dr$ of the first orbital is $D_a=kI$ with $I=\int_0^\infty r^4j_2(kr)e^{-\beta r}dr$. Insert the power series

$$j_2(x)=4x^2\sum_{n\ge0}\frac{(-1)^n(n+2)!}{n!\,(2n+5)!}x^{2n}$$

and use $\int_0^\infty r^{2n+6}e^{-\beta r}dr=(2n+6)!/\beta^{2n+7}$. Since $(2n+6)!/(2n+5)!=2(n+3)$,

$$I=\frac{8k^2}{\beta^7}\sum_{n\ge0}(-1)^n\frac{(n+3)!}{n!}\left(\frac{k^2}{\beta^2}\right)^n=\frac{48k^2}{\beta^7}\left(1+\frac{k^2}{\beta^2}\right)^{-4}=\frac{48\beta k^2}{(\beta^2+k^2)^4}.$$

The binomial series requires $k<\beta$, but the integral and the closed form are both analytic in $k$ along the real axis, so the result holds for all real $k$. One more power of $r$ is produced by $-\partial/\partial\beta$:

$$D_a=\frac{48\beta k^3}{(\beta^2+k^2)^4},\qquad D_b=-k\frac{\partial I}{\partial\beta}=\frac{48k^3(7\beta^2-k^2)}{(\beta^2+k^2)^5}.$$

$D_a$ is positive at every energy. $D_b$ changes sign at $k=\sqrt7\,\beta$, although $P_b$ has no node. For small $k$ both integrals are positive and grow as $k^3$; for large $k$ they tend to $48\beta/k^5$ and $-48/k^5$. Since $rP_b>0$, the sign change can come only from the negative lobes of the d wave. At $k=\sqrt7\,\beta$ the half wavelength $\pi/k\approx1.2/\beta$ is short compared with the extent of $rP_b=r^4e^{-\beta r}$, which peaks at $4/\beta$, so several lobes of alternating sign overlap the orbital and their sum vanishes. Whether the negative lobes can win depends on the shape of the orbital, and a node is not required.

## What happens in argon

The 3p orbital of argon has one radial node, and its integral to the d continuum changes sign at a Cooper zero. In the projector augmented-wave (PAW) method the smooth part of 3p has no node. The question is whether the zero is lost with it.

The model is nonrelativistic, with one active electron and frozen orbitals:

$$-\frac{\hbar^2}{2m}P''+\left[V+\frac{\hbar^2l(l+1)}{2mr^2}\right]P=EP .$$

The self-consistent potential energy $V$ contains the nuclear attraction, the Hartree repulsion and Slater exchange, $-3\,(e^2/4\pi\varepsilon_0)(3n/8\pi)^{1/3}$ for electron density $n$. Where the sum lies above $-e^2/(4\pi\varepsilon_0r)$, it is replaced by that value (the Latter tail). The outer lobe of $P_{3p}$ and the first lobe of $P_d$ are taken positive, and the d waves are normalized per unit energy, so $D$ has the unit pm/√eV.

The node of 3p lies at 25.2 pm, and the lobe inside it holds 3.6% of the norm. The true orbital gives a zero at an electron energy of 25.7 eV. With the orbital energy of −14.5 eV, the photon energy is $25.7+14.5=40.2$ eV.

The nodeless orbital is built inside a radius $r_c$ beyond the node, with $s=r^2/r_c^2-1$:

$$\tilde P=r^2\exp\left(a_0+a_1s+a_2s^2+qs^3\right),\qquad r<r_c,$$

and $\tilde P=P_{3p}$ outside. Let $L=\ln(P_{3p}/r^2)$. Because $d/ds=(r_c^2/2r)\,d/dr$, matching the value and two derivatives at $r_c$ gives

$$a_0=L,\qquad a_1=\tfrac12r_cL',\qquad a_2=\tfrac18\left(r_c^2L''-r_cL'\right),$$

all taken at $r_c$. The term $qs^3$ does not disturb the matching, since it vanishes at $s=0$ with its first two derivatives. It is fixed by requiring the true norm inside $r_c$. That norm has the derivative $\int_0^{r_c}2s^3\tilde P^2dr<0$ with respect to $q$, because $s<0$ inside. It falls from infinity to zero as $q$ runs from $-\infty$ to $\infty$, so exactly one $q$ fits.

This orbital keeps the Cooper zero. For $r_c=55$, 70 and 85 pm it lies at 26.68, 26.68 and 26.65 eV, about 1 eV too high. The smooth orbital has no node, but it has inherited the outer shape of an orbital that has one. The d wave here is still the one of the true potential, and the result depends on that. If the d wave is instead solved in the local potential that has $\tilde P$ as its eigenfunction, the zero near 26 eV is lost: it moves to about 180 eV for $r_c=55$ and 70 pm, and none is found up to 200 eV for 85 pm.

## Why the zero survives

Cut the true integral at its zero into three parts: inside the 3p node, from there to the first node of the d wave at 110 pm, and beyond. In pm/√eV,

$$D=-0.04+5.94-5.90=0.$$

Over the outer lobe of 3p, the first lobe of the d wave cancels against the net contribution of all the lobes beyond it. The inner lobe of 3p contributes less than 1% of either large part, because the d wave and the factor $r$ of the operator are both small there.

The effect of the pseudo orbital follows from an exact difference,

$$D-\tilde D=\Delta=\int_0^{r_c}P_d\,r\,(P_{3p}-\tilde P)\,dr .$$

Let $E_0$ be the true zero and $E_0+\delta E$ the pseudo zero. Then $0=\tilde D(E_0+\delta E)=D(E_0+\delta E)-\Delta(E_0+\delta E)$. To first order $D(E_0+\delta E)\approx D'(E_0)\,\delta E$. If the energy dependence of $\Delta$ is neglected as well,

$$\delta E\approx\frac{\Delta}{D'}=\frac{-0.2017}{-0.2141}\ \text{eV}=0.94\ \text{eV}$$

for $r_c=70$ pm, against 1.00 eV from the full calculation. Both signs are negative, so the zero moves up. Of $\Delta$, only $-0.0424$, about a fifth, is the missing inner lobe itself. The rest comes from the positive amplitude that $\tilde P$ puts in its place and from the changed shape between the node and $r_c$.

## Where the node is needed

The same integral can be written with the force instead of the position. For $H=\mathbf p^2/2m+V$ with local $V$,

$$[H,\mathbf r]=-\frac{i\hbar}{m}\mathbf p,\qquad [H,\mathbf p]=i\hbar\nabla V,\qquad [H,[H,\mathbf r]]=\frac{\hbar^2}{m}\nabla V .$$

Between eigenfunctions of $H$, each commutator with $H$ gives a factor $E-E_{3p}=\hbar\omega$. Hence $(\hbar\omega)^2\langle d|\mathbf r|3p\rangle=(\hbar^2/m)\langle d|\nabla V|3p\rangle$. Both $\mathbf r=r\hat{\mathbf r}$ and $\nabla V=V'\hat{\mathbf r}$ carry the same angular factor, which is nonzero for p→d and cancels:

$$D=\frac{1}{m\omega^2}\int_0^\infty P_d\,V'\,P_{3p}\,dr .$$

Computed separately, the two sides agree to 0.001 pm/√eV at the tabulated energies. The weight, however, is now large near the nucleus, where $V'$ approaches $Ze^2/(4\pi\varepsilon_0r^2)$. At the zero the same three regions give

$$-13.79+13.99-0.19\approx0 .$$

The inner lobe, negligible before, now supplies nearly all of the cancellation. Without it the zero disappears: with $\tilde P$ and the true $V'$, the force integral stays positive over the whole scan from 3 to 90 eV. At 30 eV it gives 16.7 pm/√eV, where the true value is −0.7. Replacing $P_{3p}$ by $\tilde P$ changes the force form there by 17.5 and the length form by 0.2.

There is no contradiction. The equality of the two forms was derived for two eigenfunctions of the same $H$, and inside $r_c$ the pseudo orbital does not satisfy the true radial equation.

This also suggests why, in an atom, a zero is hard to obtain from a nodeless true orbital; it does not say that a node must produce one. If $P$ is a nodeless eigenfunction and $V'>0$, a negative contribution to the force integral can come only from negative parts of the d wave. The first of these lies outside the first d lobe, where the $V'$ of an atom is much weaker than near the nucleus. Neon 2p, treated at the same level, is such a case. Over the scan the negative part of its force integral is at most 0.4% of the positive part, and its length integral never changes sign.

This is a finding for neon in this model, not a theorem for every potential. In a well with a flat bottom and a steep edge, a simple model of a quantum dot, $V'$ is positive but concentrated at the edge. For a sharp edge at radius $R$ the force integral is proportional to $P_d(R)P(R)$, so it vanishes whenever a node of the d wave lies at the edge, although $P$ has no node. The orbital $P_b$ shows another way in which the argument can fail. From $P_b''/P_b=6/r^2-6\beta/r+\beta^2$, subtracting the centrifugal term $2/r^2$ leaves

$$V-E=\frac{\hbar^2}{2m}\left(\frac4{r^2}-\frac{6\beta}r+\beta^2\right).$$

A local potential with this eigenfunction has a repulsive core, with $V'<0$ for $r<4/(3\beta)$, and the sign argument no longer applies. The zero of $D_b$ found above is a separate matter: the free d wave is not an eigenfunction of this potential, so the force form does not hold for $D_b$. Whether the d wave of this potential gives a zero was not examined.

## How large the error is

The table gives integrals for $r_c=70$ pm in pm/√eV; the last digit is uncertain by about 0.01, depending on the radial basis and the normalization of the d wave.

| $E$ (eV) | true | pseudo, length | pseudo, force |
|---|---|---|---|
| 3 | 31.11 | 31.31 | 138.59 |
| 30 | −0.73 | −0.53 | 16.74 |
| 60 | −1.77 | −1.56 | 5.01 |
| 90 | −1.46 | −1.25 | 2.18 |

In the length form the pseudo value is too high by about 0.2 at each of these energies. Relative to the true integral this is 0.6% at 3 eV, but 12% at 60 eV and 14% at 90 eV. The d partial cross section is proportional to $D^2$ at fixed photon energy. At 60 eV it therefore comes out as $(1.558/1.767)^2=0.78$ of the true one, 22% too low. A shift of the zero by only 1 eV thus goes together with a sizeable error of the d intensity at 60 and 90 eV.

## What to do about it

Add the on-site PAW term. With partial waves $\phi_i$, smooth partial waves $\tilde\phi_i$ and projectors $\tilde p_i$, the true state is $\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)\langle\tilde p_i|\tilde\psi\rangle$. For a local operator and complete partial waves inside $r_c$ this gives

$$\langle\psi_d|\mathbf r|\psi_{3p}\rangle=\langle\tilde\psi_d|\mathbf r|\tilde\psi_{3p}\rangle+\sum_{ij}\langle\tilde\psi_d|\tilde p_i\rangle\left(\langle\phi_i|\mathbf r|\phi_j\rangle-\langle\tilde\phi_i|\mathbf r|\tilde\phi_j\rangle\right)\langle\tilde p_j|\tilde\psi_{3p}\rangle .$$

Here 3p is its own partial wave, with coefficient one. Argon has no d core state, so the smooth d partial waves may be taken equal to the true ones. The sum reduces to

$$\Delta\approx\sum_jc_j\Delta_j,\qquad \Delta_j=\int_0^{r_c}\phi_{dj}\,r\,(P_{3p}-\tilde P)\,dr ,$$

where $\phi_{dj}$ now includes the factor $r$. Two d waves, at 20 and 50 eV, suffice to restore the zero; for accurate integrals well above 50 eV more are needed, since the corrected integral is 3% too small in magnitude at 90 eV and 20% at 150 eV. Their coefficients $c_j$ follow from the value and slope of $P_d$ at $r_c$, which here play the part of the projectors. The zero returns to 25.67 eV, against 25.68 eV for the true orbital. The remaining 0.01 eV is the error of representing the d wave inside $r_c$ by these two functions with coefficients matched only at $r_c$.

Three practical points follow.

- Stability against $r_c$ does not show that the on-site term can be dropped. The three pseudo zeros agree within 0.03 eV, yet all are 1 eV off.
- Without the on-site term, the length form is the safer one, provided the d wave itself is accurate inside $r_c$; a smooth potential that does not reproduce the d scattering loses the zero in either form. The force form with the true $V'$ and a smooth orbital is qualitatively wrong here.
- If both states are eigenfunctions of one pseudo-Hamiltonian, the force form must use the double commutator of that Hamiltonian, including its nonlocal part, in place of $(\hbar^2/m)\nabla V$.

The 1 eV shift belongs to this norm-conserving form of the pseudo orbital with $r_c$ well beyond the node; for $r_c=32$ and 40 pm it is only 0.4 and 0.8 eV. Smooth PAW waves usually do not conserve the norm, and without that condition ($q=0$) the shift varies in size and sign: the zero lies at 27.1, 25.8 and 23.6 eV for $r_c=70$, 100 and 120 pm. Scaling the exchange term by 2/3 moves the true zero from 25.7 to 28.8 eV, more than the pseudization does. The position of the zero itself belongs to the model, which omits nonlocal exchange, correlation, relaxation and the coupling between channels. A measured cross section also contains the 3p→s channel, which need not vanish at the same energy. The total then stays finite at the d zero, and because the s part varies with energy, the minimum of the total is in general shifted from that zero. The numerical output below lists the values of the main calculation in full.

## Calculated quantities

```
Argon 3p orbital energy: -14.51 eV
Radial node of 3p: 25.2 pm
Norm of 3p inside its node: 0.0364
True zero, electron energy: 25.68 eV
True zero, photon energy: 40.19 eV
First node of d wave at true zero: 110.0 pm
Parts at true zero: inside 3p node | up to d node | beyond, pm/sqrt(eV)
  length form: -0.0424 | 5.9409 | -5.8986
  force form:  -13.7933 | 13.9863 | -0.1928
Pseudo zero, r_c = 55 pm: electron 26.68 eV
Pseudo zero, r_c = 70 pm: electron 26.68 eV
Pseudo zero, r_c = 85 pm: electron 26.65 eV
Main r_c: 70 pm
Integral difference Delta at true zero: -0.2017 pm/sqrt(eV)
Slope dD/dE at true zero: -0.2141 pm/eV^(3/2)
Shift of zero, computed: 0.997 eV
Shift of zero, first order: 0.942 eV
PAW reference energies: 20 and 50 eV
PAW-restored zero, electron energy: 25.670 eV
True zero to the same digits: 25.683 eV
Scan of electron energy: 3 to 90 eV
Sign changes in scan, length form, true 3p: 1
Sign changes in scan, length form, pseudo 3p: 1
Sign changes in scan, force form, pseudo 3p: 0
Sign changes in scan, length form, neon 2p: 0
Neon force integral, largest negative/positive ratio: 0.0040
Integrals in pm/sqrt(eV); L = length form, F = force form
E (eV) | Ar true L | Ar true F | Ar pseudo L | Ar pseudo F | Ne L
3.0 | 31.112 | 31.111 | 31.312 | 138.587 | 8.325
15.0 | 4.977 | 4.977 | 5.193 | 46.873 | 7.946
30.0 | -0.727 | -0.727 | -0.526 | 16.736 | 6.362
45.0 | -1.674 | -1.674 | -1.469 | 8.511 | 5.021
60.0 | -1.767 | -1.767 | -1.558 | 5.009 | 3.961
90.0 | -1.457 | -1.457 | -1.247 | 2.184 | 2.531
```
